Debye–Hückel Correction to Schottky Equilibrium in Sodium Chloride

In pure NaCl at thermal equilibrium, the free cation and anion vacancies attract one another on average, and this lowers the free energy needed to create a pair of them. In linear mean-field theory the site fraction x of each free vacancy obeys

x² = exp(−g_eff/kT),  g_eff = g_S − kT l_B κ/(1 + κR),

κ² = 8π l_B N x.

Here g_S = h_S − T s_S is the free energy of forming one well-separated pair in an otherwise perfect crystal, apart from the entropy of placing the vacancies. N is the number of cation sites per volume, and 1/κ is the screening length. The Bjerrum length

l_B = e²/(4πε₀ε_r kT)

is the distance at which two elementary charges interact with energy kT in a medium of static dielectric constant ε_r. The length R is the closest approach of free vacancies; a cation and an anion vacancy nearer than R are counted as a neutral pair. Like vacancies, which repel one another, are kept apart by the same R for simplicity. Because κ depends on x, and x depends on κ through g_eff, the equations must be solved together. The quantity that falls is a free energy: the enthalpy read from an Arrhenius plot can rise at the same time, and in the example below it does.

The starting point is the crystal without interactions. Removing a cation and an anion and placing them at the surface adds one site to each sublattice. If the crystal has N_m formula units and P vacancy pairs, each sublattice has N_m + P sites, and the P vacancies can be placed on it in (N_m + P)!/(N_m! P!) ways. With two sublattices,

G = P g_S − 2kT ln[(N_m + P)!/(N_m! P!)].

Stirling's formula gives d ln(M!)/dM = ln M for large M, so the derivative of the logarithm is ln(N_m + P) − ln P = −ln x, with x = P/(N_m + P). Setting dG/dP to zero,

g_S + 2kT ln x = 0,  x₀ = exp(−g_S/2kT).

The factor 2 in the exponent appears because one formation energy buys two independently placed defects. The bulk is neutral, so the two site fractions are equal, and only the sum of the two single-vacancy formation energies enters.

Now let the vacancies interact. A missing Na⁺ ion leaves an effective charge −e, a missing Cl⁻ ion an effective charge +e. Place an anion vacancy at the origin and let ψ = eφ/kT be the dimensionless mean potential around it. Away from it each species has density n = Nx, multiplied by a Boltzmann factor:

ρ = en(e^(−ψ) − e^ψ) = −2en sinh ψ ≈ −2enψ.

The last step is the linearization that defines Debye–Hückel theory. Poisson's equation, ∇²φ = −ρ/(ε₀ε_r), becomes

∇²ψ = [2e²n/(ε₀ε_r kT)] ψ = 8π l_B n ψ = κ²ψ.

This holds for r > R. No free vacancy lies inside R, so Gauss's law at that radius sees only the central charge and gives ψ′(R) = −l_B/R². With u = rψ the radial equation is u″ = κ²u. Its decaying solution is ψ = C e^(−κr)/r, whose slope is

ψ′ = −C e^(−κr)(1 + κr)/r².

Matching the slope at R fixes C = l_B e^(κR)/(1 + κR), and therefore ψ(R) = l_B/[R(1 + κR)].

Inside R the potential is l_B/r from the vacancy itself plus a constant from the surrounding cloud. Continuity at R gives that constant:

ψ_cloud = l_B/[R(1 + κR)] − l_B/R = −l_B κ/(1 + κR).

The sign is negative because a positive vacancy gathers a negative cloud. For a cation vacancy both the charge and the cloud potential change sign, so the energy is the same.

The energy of a vacancy in this potential is not yet its free energy, since forming the cloud costs entropy. The free energy follows from the reversible work of raising all the vacancy charges together from zero to their full value. At a stage λ between 0 and 1 every charge is λ times its final value. Then κ, which is proportional to the charge, becomes λκ, and the cloud potential at a positive vacancy is −λ·l_B·λκ/(1 + λκR). Each of the 2n vacancies per volume gains charge of magnitude e dλ, so the free energy density is

f/kT = −2n l_B κ ∫₀¹ λ² dλ/(1 + λκR).

Use 2n l_B = κ²/4π and substitute t = λκR:

f/kT = −[1/(4πR³)] ∫₀^(κR) t² dt/(1 + t).

Since t²/(1 + t) = t − 1 + 1/(1 + t), the integral is elementary:

f/kT = −[ln(1 + κR) − κR + (κR)²/2]/(4πR³).

For κR ≪ 1 the bracket tends to (κR)³/3, which gives the limiting law f = −kTκ³/12π.

The chemical potential of one species is the derivative of f with respect to its own density at fixed temperature and volume. For unequal densities, κ² = 4πl_B(n_c + n_a), so ∂κ/∂n_c = 2πl_B/κ. The derivative of the integral with respect to its upper limit gives

∂(f/kT)/∂κ = −κ²/[4π(1 + κR)].

Multiplying the two factors,

μ_el/kT = ln γ = −l_B κ/[2(1 + κR)] ≡ −A.

This is half the cloud potential found above. The activity coefficient γ is less than one: a vacancy in its cloud is less ready to leave the crystal than an isolated one.

A created pair contains one vacancy of each kind, so the equilibrium condition is now

g_S + 2kT ln x − 2AkT = 0.

Hence

x = x₀ e^A,  g_eff = g_S − 2AkT,

which is the result stated at the start. One small term has been dropped. Each new pair also adds a volume 1/N, over which the cloud free energy is spread. Writing the total as Vf(P/V) and differentiating gives the extra term (f − n df/dn)/N. In the limiting law f varies as n^(3/2), so this equals −f/(2N) = kTκ³/(24πN). In the example this limiting-law estimate is 2.5 × 10⁻⁵ kT; the finite R makes the term smaller still, and it can be ignored.

The coupling between κ and x can be put into one equation. Let κ₀ be the screening constant computed with x₀. Since κ² is proportional to x at fixed temperature, κ²/κ₀² = e^A, or

κ = κ₀ exp{l_B κ/[4(1 + κR)]}.

Physically, screening makes vacancies cheaper, more vacancies strengthen the screening, and this makes them cheaper still. The process can be followed by inserting κ₀ on the right, computing a new κ, and repeating. The right-hand side increases with κ, and at κ₀ it exceeds κ₀, so the iterates rise. They cannot pass κ₀ exp(l_B/4R), so for R > 0 they converge. Any solution lies above κ₀, and an increasing map keeps every iterate below it; the limit is therefore the lowest solution. Stopping after one pass underestimates x.

When the screening is weak, the first two orders show what self-consistency does. To first order κ ≈ κ₀(1 + l_Bκ₀/4), while 1/(1 + κR) ≈ 1 − κ₀R. Thus

A ≈ (l_B κ₀/2)[1 + (l_B/4 − R)κ₀].

The leading term varies as the square root of the ideal concentration. In the next order, feedback contributes l_B/4 and finite closest approach contributes −R.

Whether there are other solutions depends on the strength of the coupling at closest approach. Define

F(κ) = 2 ln(κ/κ₀) − l_B κ/[2(1 + κR)],

whose zeros are the solutions. Its slope is

F′ = 2/κ − l_B/[2(1 + κR)²].

It is positive if l_B < 4R(1 + t)²/t, where now t = κR. Since (1 + t)²/t = t + 2 + 1/t has its minimum, 4, at t = 1, the slope is positive for every κ when l_B < 16R. F runs from −∞ to +∞, so there is then one solution for any κ₀. For l_B > 16R, F has a maximum and a minimum, and a range of κ₀ gives three solutions. Because dG/dP = 2kT F, the outer two are minima of the free energy and the middle one is a maximum. This is a property of the linearized model. At t = 1 and l_B = 16R the potential at contact is ψ(R) = 8, far outside the range in which sinh ψ ≈ ψ, so it is no prediction for the crystal.

The point-charge limit R = 0 fails in a different way. With z = l_Bκ the condition is z e^(−z/4) = l_Bκ₀. Multiplying by −1/4 brings it to the defining form of the Lambert function, and the lower solution is

l_B κ = −4W₀(−l_B κ₀/4).

The left side z e^(−z/4) has its largest value 4/e at z = 4. If l_Bκ₀ exceeds 4/e ≈ 1.47, no solution exists: feedback outruns the entropy that opposes it. A finite closest approach removes this failure, because A can then never exceed l_B/2R.

For a worked case take T = 1000 K, where kT = 0.08617 eV, with h_S = 2.4 eV, s_S = 9k, ε_r = 8 and a lattice constant of 0.58 nm. These are rough typical values for hot NaCl, chosen as inputs rather than computed from its electronic structure. The closest approach is set at R = 1.0 nm, near l_B/2, where the attraction between opposite charges is about 2kT. The formation free energy is

g_S = 2.4 − 9 × 0.08617 = 1.624 eV,

so x₀ = exp[−1.624/(2 × 0.08617)] = 8.06 × 10⁻⁵. There are N = 4/0.58³ = 20.50 cation sites per nm³, and l_B = 2.089 nm. Hence

κ₀ = √(8π × 2.089 × 20.50 × 8.06 × 10⁻⁵) = 0.295 nm⁻¹.

A single pass gives A = 2.089 × 0.295/(2 × 1.295) = 0.238 and x/x₀ = 1.27. Iteration moves κ through 0.2946, 0.3318, 0.3355 and 0.3359 nm⁻¹ to 0.336 nm⁻¹. The remaining error falls about tenfold per pass. This agrees with the slope of the map at the solution, A/[2(1 + κR)] = 0.10. The final value is

A = 2.089 × 0.336/(2 × 1.336) = 0.263,  x = x₀e^A = 1.05 × 10⁻⁴.

The free vacancies are 30% more numerous than in the ideal law, a density of 2.15 × 10¹⁸ cm⁻³ of each kind. The pair formation free energy is lowered by 2 × 0.263 × 0.08617 = 0.045 eV, to 1.579 eV. The two-term expansion gives A ≈ 0.264, against 0.263 from the full solution; so close an agreement is partly due to cancellation among the higher terms for these inputs. Treating the vacancies as points would give an increase of 45%; a solution exists there because l_Bκ₀ = 0.615 is below 1.47. As a test that does not use the mass-action formula, the free energy of a large finite crystal, with its factorials and a numerical charging integral, was made stationary; it gives the same x = 1.05 × 10⁻⁴.

The screening length is 2.98 nm, several times the lattice constant, which supports a continuum description of the outer cloud. The cloud is nevertheless not a crowd. The mean number of free vacancies in a sphere of radius 1/κ is

2n × 4π/(3κ³) = 1/(3l_Bκ) = 0.475,

where 2n = κ²/(4πl_B) has been used. The cloud is an average over many arrangements, most of which have few vacancies nearby.

The temperature dependence needs separate care. An Arrhenius plot of x defines an apparent pair enthalpy

h_app = −2k d ln x/d(1/T).

Let β = 1/kT, s = 1 + κR and L = d ln x/d ln β, so that βh_app = −2L. Hold h_S, s_S, ε_r, R and N fixed. Then l_B is proportional to β and κ² to βx, so d ln κ/d ln β = (1 + L)/2. In A, the factor κ/(1 + κR) has logarithmic derivative 1/s with respect to ln κ. Therefore

dA/d ln β = A[1 + (1 + L)/(2s)].

Differentiating ln x = s_S/2k − βh_S/2 + A gives

L = −βh_S/2 + A[1 + (1 + L)/(2s)].

Collecting L on the left and multiplying by −2,

h_app/kT = [h_S/kT − A(2 + 1/s)]/[1 − A/(2s)].

The denominator is positive wherever F′ > 0, since F′ = (2/κ)[1 − A/(2s)]. Comparing both sides with h_S/kT, the apparent enthalpy exceeds h_S when h_S/kT > 4s + 2. Here 27.85 is well above 7.34, and

h_app/kT = (27.85 − 0.263 × 2.749)/(1 − 0.098) = 30.1,

or h_app = 2.59 eV. Screening lowers the formation free energy by 0.045 eV and raises the apparent enthalpy by 0.19 eV. The two agree because h_app = g_eff − T dg_eff/dT, which gives h_app − h_S = 2kT² dA/dT. The concentration rises so steeply that A grows with temperature and the lowering 2AkT grows faster than T; this appears as a larger apparent enthalpy together with a larger apparent entropy. With the same fixed inputs, the increase of x over x₀ is 8% at 800 K and 37% at 1050 K, and the lowering goes from 0.010 to 0.058 eV.

The neutral pairs set aside by the choice of R have their own equilibrium. Forming a cation vacancy and an anion vacancy at separation r costs g_S − kT l_B/r if the continuum Coulomb law is used. Summing over the anion sites within R of a given cation site, the number of pairs per cation site is

x_p = x₀² Σ exp(l_B/r).

To leading order a neutral pair has no screening correction. In a pure crystal the pairs take nothing from the free vacancies, because the crystal can create more of both; the free population is fixed by its own mass-action law. For the example x_p = 6.3 × 10⁻⁵, or 0.60 of the free fraction, so a measurement of all vacancies would count about 1.6 times x on each sublattice. This estimate is rough, because 83% of it comes from nearest neighbours, where a macroscopic dielectric constant is least reliable, and because it depends exponentially on ε_r: x_p/x is 1.47 for ε_r = 7 and 0.31 for ε_r = 9. The pairs act as dipoles and, if local-field effects are ignored, raise ε_r by about 0.2%, too little to matter here. Moving R shifts the line between free and paired vacancies: x/x₀ is 1.32 for R = 0.8 nm and 1.28 for 1.2 nm.

Linearization needs a separate check, since ψ(R) = 2.089/1.336 = 1.56 is not small. A Monte Carlo simulation of 48 charged hard spheres per periodic box, at the same l_B, R and density, avoids it. In linear theory each wavevector k adds ½kT κ²/(k² + κ²) to the energy, before self-energies are subtracted. A neutral box lacks the k = 0 term, ½kT, so 1/96 = 0.010 kT per ion is added to the simulated energy. The corresponding free energy, ½kT ln(1 + κ²/k²), depends on the ion number M as ½kT ln M when k is small; inserting two ions therefore requires a correction of about kT/(M + 1) = 0.020 kT. The insertion also samples a mean density about 2% above the nominal one, which in linear theory makes the result about 0.004 kT too negative; this smaller shift is left uncorrected.

With these corrections the simulated energy is −0.275 ± 0.001 kT per ion, against −A = −0.263 kT. The excess free energy of inserting an opposite pair is −0.507 ± 0.006 kT, against −2A = −0.525 kT. The quoted errors are statistical. The differences are about 5% and 4% of the Debye–Hückel values, but they are about as large as the size corrections, so their details should not be interpreted. The insertion result also includes the volume that hard spheres deny one another. Used at the same density, it would lower x by about 1%.

For a real crystal the inputs matter more than this error. NaCl melts at about 1074 K, so the example lies in the hot solid. Changing ε_r to 7 or 9 at 1000 K changes x/x₀ to 1.38 or 1.25. Raising s_S by 1k multiplies x by 1.75, more than the whole screening correction, so an absolute concentration alone cannot reveal that correction unless g_S is known well. The dielectric constant of a real crystal also varies with temperature; if it grew as T^0.4 through the value 8 at 1000 K, h_app would be 2.57 instead of 2.59 eV. Impurities break the assumption of purity. A site fraction c of divalent cations requires x_c = x_a + c for neutrality, and with the product x_c x_a = x² held fixed, x_c ≈ x + c/2 for small c. If the impurities bind no vacancies, one part per million raises the free cation vacancy fraction by 0.5% at 1000 K, but by about a fifth at 800 K, where it outweighs the screening correction. The printed values are collected in the numerical output below.

Table of computed values

```
Temperature: 1000 K; kT = 0.08617 eV
h_S = 2.40 eV; s_S = 9.0 k; g_S = 1.6244 eV
eps_r = 8.0; a = 0.58 nm; R = 1.00 nm
Cation site density N = 20.501 nm^-3
l_B = 2.0888 nm; l_B/R = 2.089
Ideal x0 = 8.0648e-05; kappa0 = 0.2946 nm^-1
One-pass x = 1.0228e-04; x/x0 = 1.2683
Self-consistent x = 1.0487e-04; x/x0 = 1.3003
First kappa iterates (nm^-1): 0.29461 0.33178 0.33554 0.33591 0.33595
kappa = 0.3360 nm^-1; screening length = 2.977 nm
Density of each free vacancy = 2.150e+18 cm^-3
A = 0.2626; activity coefficient = 0.7690
Lowering of pair free energy = 0.0453 eV
g_eff = 1.5792 eV
Cloud potential, numerical = -0.52526 kT/e
Cloud potential, formula = -0.52526 kT/e
x from finite-crystal free energy = 1.0487e-04
Added-volume term = 2.5e-05 kT
Point charges (R=0): x/x0 = 1.4481
l_B*kappa0 = 0.6154; R=0 limit = 1.4715
Apparent enthalpy, numerical = 2.5926 eV
Apparent enthalpy, formula = 2.5926 eV
h_S/kT = 27.85; threshold 4s+2 = 7.34
Apparent enthalpy, eps_r ~ T^0.4: 2.5650 eV
T (K), x0, x, x/x0, free-energy lowering (eV), l_B/R:
  800 2.481e-06 2.671e-06 1.0766 0.0102 2.611
  900 1.716e-05 2.005e-05 1.1684 0.0241 2.321
  1000 8.065e-05 1.049e-04 1.3003 0.0453 2.089
  1050 1.565e-04 2.151e-04 1.3741 0.0575 1.989
Sensitivity at the reference temperature:
  eps_r = 7: x/x0 = 1.3804
  eps_r = 9: x/x0 = 1.2457
  R = 0.8 nm: x/x0 = 1.3208
  R = 1.2 nm: x/x0 = 1.2825
  s_S larger by 1 k: x grows by factor 1.748
Neutral-pair fraction x_p = 6.317e-05
x_p/x = 0.602; nearest share = 0.830
Relative eps_r increase from pairs = 1.76e-03
Mean free vacancies in sphere R = 0.0180
Monte Carlo: 48 ions per box, size-corrected
  energy per ion = -0.2748 +/- 0.0009 kT
  Debye-Hueckel energy per ion = -0.2626 kT
  pair excess free energy = -0.5068 +/- 0.0060 kT
  Debye-Hueckel pair value = -0.5253 kT
```
